Two-dimensional weak localization from the diffusive return probability

**1. The decision that depends on the result**

Suppose the low-temperature sheet resistance of a thin metal film is to be turned into a phase-coherence time τφ. The code needs a coefficient for the logarithm, a rule for counting spin, and a short-time cutoff. The first two fix the slope of the fit, and an error of two in the coefficient squares or takes the root of every inferred ratio of τφ. The cutoff fixes only an additive constant. The result to implement, for the sheet conductance G, is

δG = −(e²/(πh)) ln(τφ/τ), τφ ≫ τ. (1)

Here τ is the elastic scattering time, and both spin directions are already included, so no further factor of two belongs in the code. The equation is accurate to leading logarithm. Its conditions are:

- kFℓ ≫ 1, with kF the Fermi wavenumber and ℓ the mean free path;
- a coherence length Lφ = √(Dτφ) much larger than the film thickness and smaller than the sample, with D the diffusion constant;
- no magnetic field, and weak spin-orbit scattering.

Electron-electron interaction adds a separate correction, sized in section 8.

**2. Why reversed paths matter**

Let an electron scatter from wavevector k to k′ through impurities at r₁, …, rₙ. The end points contribute the phase k·r₁ − k′·rₙ. The reversed sequence contributes k·rₙ − k′·r₁, and with time-reversal symmetry the rest of the amplitude is the same. The phase difference is

(k + k′)·(r₁ − rₙ).

It vanishes for k′ = −k, whatever the impurity positions. Two equal amplitudes A then give |A + A|² = 4|A|², against 2|A|² for independent paths. Backscattering is doubled, and the conductance falls.

This was tested by exact quantum evolution on a disordered 14 × 14 periodic lattice. The probability of reaching −k, divided by that of reaching other momenta equivalent by symmetry, was 1.91. With random phases on the bonds, which break time-reversal symmetry, it was 0.99. Fully randomized amplitudes would give 2 and 1. A small lattice at fixed disorder need not reach 2 exactly; the cause of the 4.5 % shortfall in the first was not isolated.

**3. The prefactor**

Take a two-dimensional metal with white-noise disorder, ⟨V(r)V(r′)⟩ = u δ(r − r′). Let N be the density of states per spin and area, v the Fermi speed, and ξ the energy from the Fermi level. The averaged retarded Green function is

Gᴿ(k) = 1/(−ξ + iγ), γ = ħ/(2τ),

and Gᴬ is its complex conjugate. In the Born approximation γ = πNu, so u = ħ/(2πNτ).

The starting point is the Kubo formula per spin at the Fermi level,

σ = (e²ħ/(2π)) × (1/area) × Tr[vₓ Gᴿ vₓ Gᴬ], averaged over disorder.

Terms with two retarded or two advanced functions are dropped, being smaller by about 1/(kFℓ). That makes them of order e²/h, like the constant beside the logarithm, but they carry no ln τφ. Without interference the formula gives (e²ħ/(2π)) N (v²/2)(π/γ) = e²ND, with D = v²τ/2. This is the Drude result, and it confirms the normalization.

For the interference term, Gᴿ follows a path and Gᴬ follows its reverse. The sum of their wavevectors, Q, is conserved at each impurity. Each impurity gives a factor u, and each flight between impurities gives

Π(Q) = ∫ d²k/(2π)² Gᴿ(k) Gᴬ(Q − k).

Since ξ(Q − k) ≈ ξ − ħvQ cos θ, the energy integral is

∫ dξ / [(ξ − iγ)(ξ − ħvQ cos θ + iγ)] = 2π/(2γ + iħvQ cos θ),

obtained by closing the contour around ξ = iγ. Multiply by uN and use 2γ = ħ/τ and ℓ = vτ. Loss of phase memory at rate 1/τφ adds τ/τφ to the denominator:

uΠ = ⟨1/(1 + τ/τφ + iQℓ cos θ)⟩.

Write a = 1 + τ/τφ and b = Qℓ. Averaging θ with θ + π removes the imaginary part and leaves ⟨a/(a² + b² cos²θ)⟩. The substitution t = tan θ turns this into

(a/π) ∫ dt/(a² + b² + a²t²) = 1/√(a² + b²), with t from −∞ to ∞.

Hence

uΠ = 1/√((1 + τ/τφ)² + Q²ℓ²). (2)

For small Qℓ and τ/τφ, and with ℓ² = 2Dτ,

1 − uΠ ≈ τ/τφ + Q²ℓ²/2 = τ(DQ² + 1/τφ).

Summing over the number of impurities gives a geometric series:

C(Q) = u/(1 − uΠ) ≈ [ħ/(2πNτ²)] / (DQ² + 1/τφ).

The series includes a one-impurity term u, which has no distinct reverse. It stays finite at small Q, so it does not affect the logarithm.

The sequence is closed by the current vertices at k and Q − k. At small Q, vₓ(Q − k) ≈ −vₓ(k), which is the origin of the minus sign. The closing integral is

∫ d²k/(2π)² vₓ² |G|⁴ = N (v²/2) ∫ dξ/(ξ² + γ²)² = N (v²/2) π/(2γ³) = N (v²/2)(4πτ³/ħ³).

The product of factors, per spin, is

(e²ħ/(2π)) × N(v²/2)(4πτ³/ħ³) × ħ/(2πNτ²) = (e²/(πħ))(v²τ/2) = e²D/(πħ).

Two equal spin channels double it:

δG = −(2e²D/(πħ)) ∫ d²Q/(2π)² 1/(DQ² + 1/τφ). (3)

Direct integration over Green functions at kFℓ = 200 tested these steps. The closing integral agreed with its formula to the four decimals printed. At Qℓ = 1 the flight factor was 0.7066, against 0.7071 from equation (2) without dephasing. Without dephasing, the integrand of equation (3) with its prefactor is (2/π)e²/(ħQ²); the computed coefficient at Qℓ = 0.05 was 0.6378, against 2/π = 0.6366.

**4. From momentum to return probability**

Write the denominator as a time integral:

1/(DQ² + 1/τφ) = ∫₀^∞ dt e^(−DQ²t) e^(−t/τφ).

The Q integral can now be done:

∫ d²Q/(2π)² e^(−DQ²t) = (1/(2π)) ∫₀^∞ Q dQ e^(−DQ²t) = 1/(4πDt) ≡ W(t).

W(t) is the probability per unit area that a diffusing particle is back at its starting point after time t. Therefore

δG = −(2e²D/(πħ)) ∫ dt W(t) e^(−t/τφ) = −(e²/(2π²ħ)) ∫ (dt/t) e^(−t/τφ). (4)

D has cancelled: faster diffusion carries more current, but makes returns rarer by the same factor. Each factor-of-ten interval of time between τ and τφ contributes about equally, which is the physical content of the logarithm. Equation (4) diverges at t → 0, where diffusion does not apply.

**5. The elastic cutoff**

Replace diffusion by straight flights at speed v, with isotropic collisions at rate 1/τ. With Laplace variable p, one flight contributes τP, where

P = 1/√((1 + pτ)² + Q²ℓ²).

A path with n collisions has n + 1 flights and n factors 1/τ, hence τPⁿ⁺¹. Put s = 1/P, so that Q dQ = s ds/ℓ². For n ≥ 2 the return density has the transform

(τ/(2πℓ²)) ∫ s⁻ⁿ ds = (1/(4πD)) (1 + pτ)^(1−n)/(n − 1), with s from 1 + pτ to ∞.

This is the Laplace transform of

Wₙ(t) = (1/(4πDt)) e^(−t/τ) (t/τ)ⁿ⁻¹/(n − 1)!, (5)

because ∫₀^∞ tⁿ⁻² e^(−(p+1/τ)t) dt = (n − 2)! (p + 1/τ)^(1−n).

For n = 1 the density follows directly. A collision at t₁ sends the particle back to the origin if both flights are equally long:

W₁ = (e^(−t/τ)/τ) ∫ dt₁ δ(v(2t₁ − t))/(2πvt₁) = e^(−t/τ)/(2πv²τt) = e^(−t/τ)/(4πDt).

The delta function gives 1/(2v) and sets t₁ = t/2; the last form uses v²τ = 2D. Equation (5) thus holds for n = 1 too.

The single-collision return goes out and back along one line, so its reverse is the same walk. The cutoff adopted here drops it. Summing equation (5) over n ≥ 2 gives

W(t) = (1 − e^(−t/τ))/(4πDt). (6)

This is a prescription for short loops, not their full quantum calculation. That calculation would also need the closing integral at Qℓ of order one and other scattering terms, which change the constant beside the logarithm.

Simulated flights at t = 2τ tested the densities. In units of 1/(4πDt), single-collision returns gave 0.136, against 0.135 from the formula, and returns with two or more collisions gave 0.881, against 0.865. The counting error of the second number is about 0.008, and averaging over the finite sampling disc lowers the expected value to 0.858, so this sample lies high and confirms the formula only to 2 to 3 %.

**6. The logarithm and its constant**

Insert equation (6) into equation (4). The remaining integral is

I = ∫₀^∞ (dt/t) [e^(−t/τφ) − e^(−t(1/τφ + 1/τ))].

The bracket divided by t equals ∫ dx e^(−xt), with x from 1/τφ to 1/τφ + 1/τ. Doing the t integral first gives

I = ∫ dx/x = ln[(1/τφ + 1/τ)/(1/τφ)] = ln(1 + τφ/τ).

Since 2π²ħ = πh,

δG = −(e²/(πh)) ln(1 + τφ/τ), (7)

which becomes equation (1) for τφ ≫ τ. The same logarithm follows from integrating P³/(1 − P), the sum over three or more flights, in momentum space. At τφ/τ = 100 both numerical integrals gave 4.61512, equal to ln 101 at that precision.

A sharp cutoff at t = τ instead gives ln(τφ/τ) − 0.577 for τφ ≫ τ. The coefficient is unchanged. With τ held fixed, the safest quantity to fit is therefore a difference:

δG(T₂) − δG(T₁) = −(e²/(πh)) ln[τφ(T₂)/τφ(T₁)]. (8)

If τφ ∝ T⁻ᵖ, this contribution to G rises with temperature as p(e²/(πh)) ln T.

**7. Films of finite thickness, and the spin-orbit limit**

A metal film many Fermi wavelengths thick has a three-dimensional Fermi surface. The angular average of vₓ² becomes v²/3 in both the closing integral and D = vℓ/3, so equation (3) keeps its form. The volume integral over wavevectors becomes (1/d) Σ ∫ d²Q/(2π)², where d is the thickness, and the factor d in G = σd removes the 1/d.

The sum runs over transverse diffusion modes qₙ = πn/d. The n = 0 mode gives the two-dimensional result. In each higher mode, 1/τφ is replaced by 1/τφ + Dqₙ². Using the same soft cutoff and neglecting 1/τφ beside Dqₙ², these modes add to the logarithm

Σ ln(1 + 1/(Dqₙ²τ)) = Σ ln(1 + 3d²/(π²n²ℓ²)) = ln[sinh(√3 d/ℓ)/(√3 d/ℓ)]. (9)

The last step is the product formula for sinh. This term does not depend on τφ, so it drops out of equation (8).

Spin-orbit scattering is a more serious limit. If a path rotates the spin by U, its reverse applies U†, and the interference is weighted by ½Tr(U²) = cos α, where α is the rotation angle. The corresponding rotation of a vector has trace 1 + 2 cos α. Isotropic random rotations reduce its average to 3e^(−t/τs), where τs is the spin relaxation time. Hence

⟨cos α⟩ = (3e^(−t/τs) − 1)/2. (10)

Random rotations at t = 0.9τs gave 0.104, against 0.110 from this formula. Putting the factor into the time integral gives

δG = −(e²/(πh)) [(3/2) ln(1 + τₜ/τ) − (1/2) ln(1 + τφ/τ)], 1/τₜ = 1/τφ + 1/τs. (11)

For τs ≫ τφ this returns to equation (7). For τφ, τs ≫ τ, its derivative with respect to ln τφ is

−(e²/(πh)) [(3/2)/(1 + τφ/τs) − 1/2]. (12)

The slope vanishes at τφ = 2τs and then changes sign. At longer coherence times G increases with τφ, which is weak antilocalization, and equation (1) should not be used to fit it.

**8. A thin copper film at 20 K**

Take illustrative values for a copper interconnect film: carrier density 8.5 × 10²² cm⁻³ and d = ℓ = 5 nm, with τφ = 1 ps and τs = 3 ps assumed, not measured. The results below carry more digits than these inputs justify, only so that the arithmetic can be followed. The free-electron model gives v = 1.575 × 10⁸ cm/s and kFℓ = 68. Then

τ = ℓ/v = 3.175 fs,

D = vℓ/3 = 26.25 cm²/s,

Lφ = √(Dτφ) = 51.2 nm.

Lφ is about ten times the thickness, so long loops are two-dimensional, provided the film is also much wider than Lφ; a line 20 nm wide is not, and its correction is larger than equation (1) gives. The free-electron model also overestimates D for real copper: at the same resistivity, the density of states from the measured electronic heat capacity gives D of about 19 to 21 cm²/s. That lowers Lφ to about 45 nm and raises the field scale below to about 80 to 90 mT. The sheet resistance, with n the carrier density and m the electron mass, is R = m/(ne²τd) = 26.3 Ω. Equation (1) gives

δG = −12.33 µS × ln(314.9) = −12.33 µS × 5.752 = −70.9 µS = −0.0709 mS.

For a small change, δR/R = −RδG = 26.3 Ω × 70.9 µS = 0.187 %. In equation (1), a tenfold increase of τφ at fixed τ changes G by −28.4 µS.

The soft cutoff gives a logarithm of 5.756 and the sharp one 5.178, a difference of about 10 %. This is not the full uncertainty, because the soft cutoff was derived for two-dimensional flights. The same counting with three-dimensional flights, P = arctan(Qℓ)/(Qℓ), between specular walls gives about 6.3 for the n = 0 mode and about 2 more from the higher modes when they are cut at Q = kF, growing with that cut. The value of δG is therefore uncertain by tens of per cent, while differences as in equation (8) are not affected. For the transverse modes, equation (9) gives 0.458, or 8.0 %. Diffusion across the film is not well defined when d = ℓ, so this number depends strongly on the chosen cutoff and does not bound the true constant.

Spin-orbit scattering lowers the logarithm from 5.752 to 5.321, a reduction of 7.5 %; both numbers drop the 1 inside the logarithms, and equation (11) as written gives 5.326. Its effect on the slope is larger. With τφ/τs = 1/3, the bracket in equation (12) is 1.5 × 0.75 − 0.5 = 0.625, so the local slope is 37.5 % smaller than equation (1) predicts. A fit of τφ in this film should use equation (11), even though the value of δG is changed little.

Even the sign of the slope depends on the assumed times. A clean-metal estimate of electron-phonon scattering, with the coupling λ = 0.13 used below for 300 K, together with electron-electron dephasing at this sheet resistance, gives τφ of order 10 ps at 20 K. With τs = 3 ps that exceeds 2τs = 6 ps, and the slope in equation (12) reverses, to a bracket of −0.15. δG itself stays negative, near −72 µS, and the interaction term below outweighs the reversed slope, so it would not be visible in G(T). In a weak perpendicular field the threshold is different: the change of G goes as B²[(3/2)τₜ² − (1/2)τφ²], which changes sign already at τφ = (√3 − 1)τs ≈ 0.73τs. Both times should therefore be obtained from measurements on the film itself, for example from its magnetoresistance.

A perpendicular field B gives a loop of area A and its reverse a phase difference 2eBA/ħ. For A = Lφ² this reaches one half at B = ħ/(4eLφ²) = 62.7 mT, the scale at which the longest loops begin to drop out.

Real copper films break the assumption of independent electrons. A standard estimate of the interaction correction, quoted here without derivation and with its screening-dependent reduction omitted, is −(e²/(πh)) ln(ħ/(kBTτ)) = −59.1 µS, or 83 % of the weak-localization term. A measured ln T slope therefore cannot be assigned to equation (1) alone. The single ℓ also lumps together surfaces, grain boundaries and impurities. The temperature of 20 K is far below normal interconnect operation, but it is not low enough for a ln T fit. A Bloch-Grüneisen estimate with λ = 0.13 gives an ordinary phonon resistance whose slope d(δR/R)/d ln T is 2 to 3 × 10⁻⁴ at 20 K, comparable with the 3.2 × 10⁻⁴ of one unit of the logarithm; at 10 K it is below 10⁻⁵. At 300 K, a rough electron-phonon coupling λ = 0.13 gives a phonon time ħ/(2πλkBT) = 31.2 fs, the standard high-temperature estimate. The distance diffused in that time, with the same D, is 9.0 nm, less than twice the thickness. Equation (7), with that time in place of τφ and the elastic time unchanged, then gives about −29 µS, or 0.08 % of the resistance. This is only an order-of-magnitude estimate, because the conditions for equation (1) are not met here. For a film with these parameters it supports leaving the term out of a room-temperature resistance model that is meant to be accurate to one per cent.

The numerical output follows.

Computed values

```
Lattice: backscatter ratio, time reversal kept = 1.91
Lattice: backscatter ratio, reversal broken = 0.99
Green functions: kF*ell = 200
Closing integral / its formula = 1.0000
Pair factor at q*ell=1: 0.7066; formula 0.7071
Prefactor of e^2/(hbar q^2): 0.6378; formula 2/pi = 0.6366
Flights at t=2 tau: return density*4 pi D t = 1.017
  one collision 0.136; formula 0.135
  two or more 0.881; formula 0.865
tau_phi/tau=10: time integral 2.39790, q integral 2.39790, log 2.39790
tau_phi/tau=100: time integral 4.61512, q integral 4.61512, log 4.61512
tau_phi/tau=1000: time integral 6.90875, q integral 6.90875, log 6.90875
Spin factor at t=0.9 tau_s: 0.104; formula 0.110
Cu film input (rough): density = 8.50e+22 cm^-3
Input: thickness = 5.0 nm, ell = 5.0 nm
Input (rough): tau_phi = 1.0 ps, tau_s = 3.0 ps, T = 20 K
Fermi velocity = 1.575e+08 cm/s; kF*ell = 68.0
Elastic time = 3.175 fs
Diffusion constant = 26.25 cm^2/s
Sheet resistance = 26.30 ohm
Coherence length = 51.2 nm
e^2/(pi h) = 12.331 uS
tau_phi/tau = 314.9; logarithm = 5.752
Weak-localization dG = -70.94 uS = -0.07094 mS
Relative resistance increase = 0.187 %
dG per tenfold rise of tau_phi = -28.39 uS
Soft-cutoff log = 5.756; sharp-cutoff integral = 5.178
Transverse modes add to log = 0.458 (8.0 %)
Log with spin-orbit scattering = 5.321 (-7.5 %)
Interaction correction, unscreened-exchange part = -59.1 uS
Thermal length = 31.7 nm
Field that starts to suppress the effect = 62.7 mT
300 K input (rough): electron-phonon coupling = 0.13
300 K: phonon time = 31.2 fs, length = 9.0 nm
300 K: rough correction = -29.4 uS (0.077 % of resistance)
```
